\section*{Preserving reference ground states in a cluster expansion fit}

A least-squares fit of lattice interactions makes the average energy error small, but it does not guarantee which structures lie lowest. In the chain model below, twelve reference energies are fitted with a root-mean-square error of 0.005 eV per site. The reference has one ordered ground state, while the hull of the twelve fitted energies has three ordered corners. After the two false ones are removed, a structure outside the data still lies 0.0098 eV below the fitted hull (0.0136 eV below the same line before the constraint), and a search with the fitted model would report an ordered phase that the reference does not have. Ground states are fixed by energy differences that are linear in the interactions, so they can be imposed as linear inequalities on the fit.

\section{A chain with one interaction missing}

Each site of a chain holds A ($n_i=0$, $\sigma_i=-1$) or B ($n_i=1$, $\sigma_i=+1$). A structure $s$ is a periodically repeated word such as $00011$, with B fraction $x_s$. Words related by translation or reflection count once. The energy per site is $\sum_\alpha J_\alpha\Pi_\alpha(s)$, where $\Pi_\alpha$ is the per-site sum of spin products over the clusters of type $\alpha$. Subtracting the pure phases gives the formation energy
\begin{equation}
E(s)=F(s)\cdot J,\qquad F(s)=\Pi(s)-(1-x_s)\Pi(0)-x_s\Pi(1).
\end{equation}
The empty cluster ($\Pi=1$) and the point cluster ($\Pi=2x-1$) are affine in $x$, so their $F$ vanishes. For a pair at distance $r$, with $p_r$ the fraction of unlike pairs, $\Pi_r=1-2p_r$ and both pure phases give 1, so $F_r=-2p_r$. For three adjacent sites the pure phases give $\mp1$, so $F_t=\langle\sigma_0\sigma_1\sigma_2\rangle-\langle\sigma_1\rangle=\langle\sigma_1(\sigma_0\sigma_2-1)\rangle$. In the algebra $J$ and $E$ are in hartree and $F$ is dimensionless. Numbers are in eV per site, and the lattice constant never enters.

The reference model has round parameters $J_1,\dots,J_4=-0.010,\,-0.004,\,0.020,\,-0.010$ eV and $J_t=0.002$ eV. The fit keeps $J_1,J_2,J_3,J_t$ and omits $J_4$. The data $y$ are the reference energies of the twelve mixed words of period at most 5. Exchanging 0 and 1 keeps every $F_r$ and reverses $F_t$. The table lists one member of each exchange pair, the one with $F_t\le0$, which is the lower for $J_t>0$. Its last word is outside the data.
\begin{center}
\begin{tabular}{lrrrrr}
$s$ & $F_1$ & $F_2$ & $F_3$ & $F_t$ & $y$ (eV)\\
01 & $-2$ & 0 & $-2$ & 0 & $-0.02000$\\
011 & $-4/3$ & $-4/3$ & 0 & $-4/3$ & 0.02933\\
0011 & $-1$ & $-2$ & $-1$ & 0 & $-0.00200$\\
0111 & $-1$ & $-1$ & $-1$ & $-1$ & $-0.00800$\\
00011 & $-0.8$ & $-1.6$ & $-1.6$ & 0 & $-0.00960$\\
01011 & $-1.6$ & $-0.8$ & $-0.8$ & $-0.8$ & 0.01760\\
01111 & $-0.8$ & $-0.8$ & $-0.8$ & $-0.8$ & 0.00160\\
000111 & $-2/3$ & $-4/3$ & $-2$ & 0 & $-0.01467$
\end{tabular}
\end{center}
Periodicity gives $F_4=0$ for periods 2 and 4, $F_4=F_1$ for periods 3 and 5, and $F_4=F_2$ for period 6. Thus $y(00011)=0.0080+0.0064-0.0320+0.0080=-0.0096$ eV.

A mixture of two phases has the composition-weighted mean energy, so the ground states are the corners of the lower convex hull of the points $(x_s,E(s))$. The broken line through $0$, $01$, $1$ is $2\min(x,1-x)\,E(01)$. Every other tabulated $y$ lies above it. For $00011$ the line gives $0.8\times(-0.02000)=-0.01600$ eV against $-0.00960$ eV. The reference hull of the data is $H=\{0,01,1\}$.

Let $X$ hold the twelve rows $F(s)$. Setting the gradient of $L=\tfrac12|XJ-y|^2$ to zero gives $MJ_0=X^Ty$ with $M=X^TX$. For example $M_{11}=4+2(16/9)+3(1)+4(0.64)+2(2.56)=18.2356$, and the pair block is
\begin{equation}
M_{\rm pair}=\begin{pmatrix}18.2356&13.9556&13.4000\\13.9556&17.2356&11.6800\\13.4000&11.6800&14.6800\end{pmatrix},
\end{equation}
with $M_{tt}=8.1156$. Since $y=XJ^{\rm ref}+J_4F_4$, where $F_4$ is the omitted column, $J_0=J^{\rm ref}+J_4M^{-1}X^TF_4$, so the missing pair is projected onto the kept ones. The data set is closed under exchange, so any sum of $F_t$ times a pair column cancels between partners. The triplet decouples and is recovered unchanged. Solving the $3\times3$ system gives
\begin{equation}
J_0=(-0.017280,\,-0.007104,\,0.024756,\,0.002000)\ \text{eV},
\end{equation}
with root-mean-square deviation $\sqrt{2L/12}=0.005007$ eV from the twelve reference energies.

\section{The first inequality}

Call the height of a structure above the line through $H$ its gap. At $x=0.4$ the line is $0.8E(01)$, so
\begin{equation}
{\rm gap}(00011)=[F(00011)-0.8F(01)]\cdot J=a\cdot J,\qquad a=(0.8,-1.6,0,0).
\end{equation}
At $J_0$ this is $-0.013824+0.011366=-0.002458$ eV. The partner $00111$ has the same row, and the fitted hull of the data is $\{0,00011,01,00111,1\}$. The condition $a\cdot J>0$ defines an open set, on which $L$ has an infimum at the boundary but no minimum. It is replaced by $a\cdot J\ge\epsilon$, here with margin $\epsilon=0.001$ eV.

Write $J=J_0+\delta$. Then $L=L(J_0)+\delta^TX^T(XJ_0-y)+\tfrac12\delta^TM\delta$, and the middle term vanishes by the normal equations. The constraint reads $a\cdot\delta\ge d$ with $d=\epsilon-a\cdot J_0>0$. The Cauchy--Schwarz inequality in the metric $M$ gives $(a\cdot\delta)^2\le q\,\delta^TM\delta$ with $q=a^TM^{-1}a$, and equality holds for $\delta\propto M^{-1}a$. Hence $\delta^TM\delta\ge d^2/q$, and the bound is reached at
\begin{equation}\label{one}
J=J_0+\mu M^{-1}a,\qquad \mu=\frac dq,\qquad \Delta L=\frac{d^2}{2q}.
\end{equation}
Solving $Mz=a$ gives $q=a\cdot z=0.78418$. With $d=0.001+0.002458=0.003458$ eV this yields $\mu=0.004410$ eV, $\Delta L=0.003458^2/1.56836=7.62\times10^{-6}$ eV$^2$ and
\begin{equation}
J^{(1)}=(-0.015889,\,-0.008569,\,0.024651,\,0.002000)\ \text{eV}.
\end{equation}
The mean squared error grows by $2\Delta L/12$, and the error rises from 0.005007 to 0.005133 eV.

The full problem has eleven distinct rows: one for each of the eleven mixed words outside $H$, with $00011$ and $00111$ coinciding, and one, $-F(01)\cdot J\ge\epsilon$, that keeps $01$ below the chord of the pure phases. The allowed set lies inside the half-space just used. If the best point of the half-space obeys all rows, it is the best allowed point. The fitted energies in eV are these.
\begin{center}
\begin{tabular}{lrrr}
$s$ & $J_0$ & $J^{(1)}$ & $J^{(2)}$\\
01 & $-0.01495$ & $-0.01752$ & $-0.02387$\\
011 & 0.02985 & 0.02994 & 0.02847\\
0011 & 0.00673 & 0.00838 & 0.01217\\
0111 & $-0.00237$ & $-0.00219$ & $-0.00188$\\
00011 & $-0.01442$ & $-0.01302$ & $-0.00885$\\
01011 & 0.01193 & 0.01096 & 0.00754\\
01111 & $-0.00190$ & $-0.00175$ & $-0.00151$\\
000111 & $-0.02852$ & $-0.02728$ & $-0.02287$
\end{tabular}
\end{center}
At $J^{(1)}$ the gap of $00011$ is $-0.01302+0.8(0.01752)=0.00100$ eV. The next smallest in the data is that of $01111$, $-0.00175+0.4(0.01752)=0.0053$ eV. All rows hold.

\section{Enumeration and the second fit}

The data contain every word up to period 5, and none is now below the hull. Evaluating the gap for all 62 distinct words up to period 8 shows that this does not extend further. The deepest is $000111$, with row $a=F(000111)-F(01)=(4/3,-4/3,0,0)$ and gap $\tfrac43(J_1-J_2)=\tfrac43(-0.015889+0.008569)=-0.00976$ eV. The first row, $0.8(J_1-2J_2)\ge\epsilon$, does not fix the sign of $J_1-J_2$.

The new row is added and the fit is repeated from $J_0$. Projecting on this row alone, $d=0.001-\tfrac43(-0.017280+0.007104)=0.01457$ eV and $q=0.99103$, so $\mu=0.01470$ eV, $\Delta L=1.071\times10^{-4}$ eV$^2$ and
\begin{equation}
J^{(2)}=(-0.011301,\,-0.012051,\,0.023234,\,0.002000)\ \text{eV}.
\end{equation}
The last column of the table gives gaps $0.00100$ eV for $000111$, $-0.00885+0.8(0.02387)=0.0102$ eV for $00011$, whose row is now slack, and $0.0080$ eV for $01111$. All twelve rows hold, so $J^{(2)}$ is the optimum, and the smallest gap among the 62 words is zero, reached on $H$. The error over the data is now 0.00655 eV ($2.41\times10^{-4}$ hartree), and $E(01)=-0.02387$ eV ($-8.77\times10^{-4}$ hartree) overshoots the reference value $-0.02000$ eV. The omitted term $J_4F_4$ raises $000111$ and leaves $01$ alone. Without it the gap $\tfrac43(J_1-J_2)$ is opened by the step along $M^{-1}a$, which changes $J_1,J_2,J_3$ by $+0.0060,\,-0.0049,\,-0.0015$ eV from $J_0$. This lowers $E(01)=-2(J_1+J_3)$ by 0.0089 eV and raises $000111$ by 0.0057 eV.

Lifting $000111$ assumed that it is no ground state of the reference. Its reference gap is $-0.01467+0.02000=0.00533$ eV, and the statement holds for all words. Let $f_r$ be the density of 1--1 pairs at distance $r$. A 1 at site $i$ has a 1 or a 0 at $i+r$, and on a periodic chain the orders 1--0 and 0--1 are equally frequent, so $x=f_r+p_r/2$. The line through $0$ and $01$ is $2xE(01)=-4x(J_1+J_3)$. Substituting $p_r=2x-2f_r$ for $r=1,3$ cancels the terms in $x$:
\begin{align}
E-2xE(01)&=4J_1f_1+4J_3f_3-2J_2p_2-2J_4p_4+J_tF_t\nonumber\\
&\ge-0.04f_1+0.08f_3+0.02p_4+0.004p_2\quad(\text{eV}),
\end{align}
where $|F_t|\le2p_2$ because $\sigma_0\sigma_2-1$ is $-2$ for unlike ends and 0 otherwise. Each adjacent pair 11 at $(i,i+1)$ costs $-0.04$ and is repaid as follows. If site $i+4$ holds 1, it claims half (0.04) of the 1--1 pair $(i+1,i+4)$, and otherwise the unlike pair $(i,i+4)$, worth 0.02. If site $i-3$ holds 1, it claims half of $(i-3,i)$, and otherwise the unlike pair $(i-3,i+1)$. A 1--1 pair $(j,j+3)$ can be claimed by $(j-1,j)$ and by $(j+3,j+4)$, half each. An unlike pair $(j,j+4)$ is claimed by $(j,j+1)$ if it reads 1--0 and by $(j+3,j+4)$ if it reads 0--1, so once at most. Each 11 collects at least 0.04, and the height above the line is at least $0.004p_2$ eV, positive unless $\sigma_{i+2}=\sigma_i$ everywhere, which leaves $0$, $1$ and $01$. Exchange of 0 and 1 reverses $J_t$ alone, and the bound used $|J_t|$, so the same holds for the line through $01$ and $1$.

\section{The general inequalities}

Let $H=\{h_0,\dots,h_K\}$ be the corners of the reference hull, with $x_0<\dots<x_K$. A structure $s\notin H$ with $x_k\le x_s\le x_{k+1}$ and $t=(x_s-x_k)/(x_{k+1}-x_k)$ has the row
\begin{equation}
a_s=F(s)-(1-t)F(h_k)-tF(h_{k+1}).
\end{equation}
An interior corner has the row (chord of its neighbours at $x_k$) $-F(h_k)$. Let $\ell_k(x)$ be the line through $h_k$ and $h_{k+1}$, with slope $m_k$, and put $u=x_k-x_{k-1}$, $w=x_{k+1}-x_k$. Inserting $E_{k-1}=E_k-m_{k-1}u$ and $E_{k+1}=E_k+m_kw$,
\begin{equation}
\frac{wE_{k-1}+uE_{k+1}}{u+w}-E_k=\frac{uw}{u+w}(m_k-m_{k-1}).
\end{equation}
Positive corner rows mean increasing slopes. Adjacent lines meet at $x_{k+1}$, so $\ell_{k+1}-\ell_k=(m_{k+1}-m_k)(x-x_{k+1})$, which is negative to the left of $x_{k+1}$ and positive to the right. On segment $k$ the line $\ell_k$ therefore lies above its successors and its predecessors, and the broken line is $g(x)=\max_k\ell_k(x)$. If the other rows are positive, every structure lies on or above $g$, hence above each $\ell_k$, and so does any mixture. Mixtures of neighbouring corners reach $g$, so $g$ is the hull and its corners are $H$. Conversely, if the hull has corners $H$ and no other structure touches it, the slopes increase and all gaps are positive. The case left over, a gap equal to zero, confines $J$ to a hyperplane unless $a_s=0$.

Rows with $a_s=0$ occur. The first table and exchange give $5F(00101)=3F(001)+2F(01)$, so if $001$ and $01$ were neighbouring corners, $00101$ would lie on the hull for every $J$ in this basis. Such a row is dropped. A zero corner row cannot be dropped and makes the problem infeasible.

\section{The quadratic program}

Collect the rows in $A$ and allow a ridge term, $L=\tfrac12|XJ-y|^2+\tfrac12\lambda|J|^2$. With $M=X^TX+\lambda I$ assumed positive definite and $J_0=M^{-1}X^Ty$, the linear term again vanishes, and $L=L(J_0)+\tfrac12(J-J_0)^TM(J-J_0)$ is minimized subject to $AJ\ge\epsilon\mathbf 1$. Suppose $J$ is allowed and obeys the Karush--Kuhn--Tucker conditions
\begin{equation}\label{kkt}
M(J-J_0)=A^T\mu,\qquad\mu\ge0,\qquad\mu^T(AJ-\epsilon\mathbf1)=0.
\end{equation}
For any allowed $J'=J+\eta$,
\begin{equation}
L(J')-L(J)=\mu^TA\eta+\tfrac12\eta^TM\eta=\mu^T(AJ'-\epsilon\mathbf1)+\tfrac12\eta^TM\eta,
\end{equation}
since $A\eta=(AJ'-\epsilon\mathbf1)-(AJ-\epsilon\mathbf1)$ and $\mu$ annihilates the second bracket. Both terms are non-negative and the last is positive for $\eta\ne0$, so $J$ is the unique minimum. While the rows with $\mu_i>0$ stay tight, $a_i\cdot dJ=d\epsilon$ and $dL=(J-J_0)^TM\,dJ=\mu^TA\,dJ$, so $dL/d\epsilon=\sum_i\mu_i$. Differentiating $d^2/2q$ in \eqref{one} gives $d/q$ in agreement. The multiplier is the price of the margin. As $\epsilon\to0$ the second fit keeps $d=0.01357$ eV of its $0.01457$ eV, so $(0.01357/0.01457)^2=87\%$ of its cost remains at zero margin. With pair 4 in the basis the fit returns the reference interactions, whose smallest row is $0.0020$ eV (the gap of $0111$). No row is then active at $\epsilon=0.001$ eV and the cost is zero.

To find $\mu$, factor $M=CC^T$ (Cholesky) and put $\xi=C^T(J-J_0)$. For $N$ interactions the task is to minimize $\tfrac12|\xi|^2$ subject to $G\xi\ge h$, with $G=AC^{-T}$ and $h=\epsilon\mathbf1-AJ_0$, and \eqref{kkt} becomes $\xi=G^T\mu$. Measure $h$ in a fixed energy unit and consider the non-negative least-squares problem
\begin{equation}
\min_{v\ge0}\tfrac12|r|^2,\qquad r=Bv-f,\qquad B=\begin{pmatrix}G^T\\h^T\end{pmatrix},\qquad f=e_{N+1}.
\end{equation}
The gradient is $B^Tr$. At a minimum, raising any $v_j$ cannot help, so $B^Tr\ge0$. A positive $v_j$ can also be lowered, so its gradient vanishes and $v^TB^Tr=0$. Write $r=(\rho,r_{N+1})$ with $\rho=G^Tv$. Then $r_{N+1}=f^Tr=(Bv-r)^Tr=-|r|^2$.

If $r\ne0$, set $\xi=\rho/|r|^2$ and $\mu=v/|r|^2$. Then $B^Tr=G\rho+hr_{N+1}=|r|^2(G\xi-h)$. The first condition says that $\xi$ is allowed, the second is complementarity, and $\xi=G^T\mu$, so \eqref{kkt} holds. If $r=0$, then $G^Tv=0$ gives $A^Tv=0$, and $h^Tv=1$ gives $\epsilon\mathbf1^Tv=1$. An allowed $J$ would need $0=v^TAJ\ge\epsilon\mathbf1^Tv>0$. This $v$ is a Farkas certificate: a positive mixture of rows that vanishes. It excludes every $\epsilon>0$, and since an allowed $J$ can be rescaled, feasibility does not depend on the size of the margin.

The Lawson--Hanson method finds $v$. It keeps a set $P$ of positive components, with $v$ the unconstrained least-squares solution on the columns in $P$. It stops if no component of $-B^Tr$ outside $P$ is positive. Otherwise it admits the index $j$ with the largest one and solves on the enlarged set, obtaining $z$. Here $z_j>0$, because $\tfrac12|r|^2$ minimized over $P$ at fixed $v_j$ is a convex quadratic with slope $(B^Tr)_j<0$ at $v_j=0$. If some other $z_i\le0$, $v$ moves toward $z$ until a component reaches zero, that index is removed, and the solve is repeated. Every move is toward the minimum over a subspace containing $v$, and the first has positive length, so $|r|$ falls strictly between admissions. No set $P$ recurs, and in exact arithmetic the method ends at a point with the two conditions used above.

\section{The loop and what it proves}

Solve the program, evaluate the gap on a finite pool of structures, stop if none is below a small negative tolerance, and otherwise add the row of the deepest and repeat. An added structure has gap at least $\epsilon$ in all later fits and is never added again, so the loop ends after at most as many additions as the pool has members, either clean or with a certificate. Each allowed set lies inside the previous one, so the minimum of $L$ does not decrease.

A clean end concerns the pool. On a chain it extends further. Let all clusters fit in $R+1$ adjacent sites. The de Bruijn graph has the $2^R$ words of length $R$ as nodes and the windows of length $R+1$ as edges, from their first $R$ letters to their last $R$. A periodic structure is a closed walk. Assign each cluster, and the occupation $n$, to the window that starts at its first site. For fixed $k$, $E-\ell_k(x)$ is then the mean of an edge cost $c_k$ over the walk. Follow the walk until a node repeats, cut out that loop and continue. The walk splits into simple cycles, its mean cost is their length-weighted mean, and it cannot be lower than the lowest of them. A simple cycle visits no node twice, so it is a structure of period at most $2^R$. With increasing slopes,
\begin{equation}
\min_s{\rm gap}(s)=\min_s\min_k\,[E(s)-\ell_k(x_s)]=\min_k\min_{\text{cycles}}\bar c_k ,
\end{equation}
so the deepest gap over all periods is found at a period of at most $2^R$. For $R=3$ this is 8, and $J^{(2)}$ is clean at every period. The inner minimum is also a linear program over edge densities that are non-negative, sum to one and balance at each node, since such a flow splits into simple cycles by following positive edges. Solved by the simplex method it gives $-0.009759$ eV for $J^{(1)}$ and zero for $J^{(2)}$. The argument needs the finite graph of a chain, and for a lattice of higher dimension the loop as given covers its pool alone.

Clean means no negative gap, and the margin is demanded only of the rows in the program (data, corner and added rows), not of the whole pool. The word $0^{n-3}111$ is the cycle $000111$ plus $n-6$ loops at node $000$, which carry $F(0)=0$, so $F=(6/n)F(000111)$. Its line value is $2(3/n)E(01)$, and its gap is $6/n$ times that of $000111$. At $J^{(2)}$ and $n=16$ this is $6(0.001)/16=0.000375$ eV. No fixed $J$ keeps a fixed per-site margin for all $n$.

\section{When the loop fails}

Take the reference $J_1=-0.010$, $J_3=0.010$, $J_5=-0.020$ eV with the same basis, data and margin. The twelve energies give $H=\{0,00011,00111,1\}$. The program on the data rows is feasible, with solution $(-0.024635,\,0.001122,\,0.013071,\,0)$ eV. At $x=\tfrac12$ the chord is $(-0.8,-1.6,-1.6,0)$, so $a(0011)=(-0.2,-0.4,0.6,0)$ and $a(000111)=(\tfrac2{15},\tfrac4{15},-0.4,0)=-\tfrac23a(0011)$. The gaps are $0.004927-0.000449+0.007843=0.012321$ eV and $-0.008214$ eV. The loop adds $000111$ and returns the certificate $0.4\,a(0011)+0.6\,a(000111)=0$.

The cells $000111$ and $0011$ together contain the windows $0001,1000,0111,1110,0110,1001$ once and $0011,1100$ twice, and so do $00011$ and $00111$ together. No cluster within four sites can lift both words. Pair 4 does not help, since both sides have four unlike pairs at that distance. At distance 5 the first two cells have four and the period-5 words none. With pair 5 the row of $000111$ gains the entry $-\tfrac23$, and the reference interactions give it $-0.00133-0.00400+0.01333=0.00800$ eV. The smallest row is then a corner row, $-\tfrac13E(00011)=0.00267$ eV, above $\epsilon$, so the data rows and the added row are jointly feasible.

A second failure is not identified by the loop, whether it ends clean or with a certificate: the added structure may be a true ground state absent from the data. Suppose $J^{(1)}$ were the reference of the first example. The twelve energies would give the same $H$ and the fit would return $J^{(1)}$ exactly. The word $000111$ would truly lie 0.0098 eV below $01$, yet the loop would impose its row and end clean. For 150 random references, pairs up to $r=6$ were drawn from normal distributions of width $0.02/r$ eV, and the triplets on sites $(0,1,2)$ and $(0,1,3)$, the latter summed with its mirror image, of width 0.004 eV. The basis held pairs 1 to 4 and both triplets ($R=4$), the data ran to period 6 and the pool to period 16 (4985 words), with $\lambda=10^{-4}$ and $\epsilon=0.001$ eV. Of the runs, 107 ended clean, 6 of them after additions, and 43 ended infeasible, 30 of them on the data and corner rows alone, before any addition. None added more than two rows. Rows were thus added in $6+13=19$ runs. In 14 of them an added word lay below the reference hull of the data. Of these, 9 ended infeasible and 5 ended clean, so five of the six clean runs with additions imposed such a row. For such a word the row is false. Its reference energy has to be computed before the row is imposed, and if it falls below the hull, the word joins the data and $H$ is rebuilt. This tests only words that the loop proposes. A clean end is a statement about the fitted model and the corners taken from the data, not about the reference. In 28 of the 101 runs that ended clean without additions, a word of the pool lay below the reference hull of the data, by up to 0.0089 eV, while the fitted model placed it on or above its own hull. Only further reference energies, for example of the words with the smallest fitted gaps, can reveal such a phase.
